Iron–Iron Exchange Carried by a Polarizable Platinum Moment

**The result**

A platinum atom that has no moment of its own, but is polarized by two iron neighbours, couples those neighbours to each other. Let S₁ and S₂ be unit vectors along the iron moments, J₁ and J₂ the iron–platinum couplings in eV, and χ the susceptibility of the platinum atom. The extra term in the energy is

E_pair = −J_ex S₁·S₂,  J_ex = χ J₁ J₂,

and for equal couplings J₁ = J₂ = J

J_ex = χJ².

Each pair is counted once, and a positive J_ex favours parallel iron moments. The platinum moment m is measured in Bohr magnetons and treated as a pure number, so χ has the unit 1/eV and J_ex is an energy.

For equal couplings the exchange is ferromagnetic whatever the sign of J, because J enters squared. If the two couplings have opposite signs, J₁J₂ < 0 and the term is antiferromagnetic.

**The model and the origin of χ**

The iron moments have fixed length and can only turn. The platinum moment is a vector m that can change both length and direction, with energy

E(m) = m²/(2χ) − m·h,  h = J₁S₁ + J₂S₂.

The first term is the cost of polarizing platinum; the second is the gain from aligning m with the exchange field h.

The cost can be traced to the platinum d band. Let each spin band hold n electrons when m = 0. A moment m, at fixed total electron number, means n + m/2 electrons in one band and n − m/2 in the other. If e(n) is the energy of one filled spin band, its derivative is the Fermi level μ(n), and the band part of the cost is

T(m) = e(n + m/2) + e(n − m/2) − 2e(n),
dT/dm = ½[μ(n + m/2) − μ(n − m/2)].

Adding dn electrons raises the Fermi level by dn/N, where N is the density of states per spin at that level. So dμ/dn = 1/N, and for small m

dT/dm = ½ · m/N,  T = m²/(4N).

The Stoner interaction I lowers the energy by Im²/4. The total is

m²/(4N) − Im²/4 = m²(1 − IN)/(4N).

Setting this equal to m²/(2χ) gives

χ = 2N/(1 − IN).

This estimate has a limit. Shifting whole bands polarizes every platinum atom alike, whereas an atom polarized alone generally responds differently, because its electrons are shared with its neighbours. Using this χ for a single atom is therefore a model assumption. The elimination below holds for any positive χ.

The model requires IN < 1. As IN approaches 1 the susceptibility diverges, platinum is about to form its own moment, and the quadratic cost no longer suffices.

**First derivation: the platinum moment follows the iron**

Suppose that platinum relaxes much faster than the iron moments turn. For given S₁ and S₂ it then sits at the minimum of E(m). Setting the gradient to zero,

m/χ − h = 0,  m* = χh.

The curvature is 1/χ in every direction. It is positive, so this is a minimum. Inserting m* gives two contributions:

cost: (χh)²/(2χ) = +χh²/2,
coupling: −χh·h = −χh².

Their sum is

E_eff = −χh²/2.

Half of the coupling energy is spent on creating the moment. Leaving out the cost would double the exchange. Now expand the square, using S₁² = S₂² = 1:

h² = J₁² + J₂² + 2J₁J₂ S₁·S₂,
E_eff = −χ(J₁² + J₂²)/2 − χJ₁J₂ S₁·S₂.

The first part does not depend on the iron directions. The second is the exchange stated at the start.

For equal couplings and an angle θ between the irons, |h| = 2J cos(θ/2) when J > 0. The platinum moment is 2χJ for parallel irons and vanishes for antiparallel ones. The energy difference between these two states is 2χJ², which is 2J_ex as it should be.

The same derivation shows what a comparison of calculated total energies must do to capture the term. For two collinear irons with signs s₁, s₂ = ±1, an energy containing −J_ex s₁s₂ yields

J_ex = −[E(+,+) + E(−,−) − E(+,−) − E(−,+)]/4,

since constants and terms linear in one sign cancel. If platinum relaxes in each of the four states, the result is χJ₁J₂. If m is frozen at one value, E is a constant plus terms linear in s₁ and s₂, and the combination gives zero. It follows that an iron–iron exchange extracted with platinum relaxed already contains χJ₁J₂, and adding the term again would count it twice.

**Second derivation: the platinum moment is integrated out**

Now let platinum fluctuate. At temperature T, treat m as a classical vector whose three components are each integrated from −∞ to ∞ with uniform weight. For fixed iron directions the partition function is

Z = ∫ d³m exp[−E(m)/(k_B T)].

Complete the square in the energy:

m²/(2χ) − m·h = (m − χh)²/(2χ) − χh²/2.

Expanding the right side confirms it: the square produces m²/(2χ) − m·h + χh²/2, and the last term cancels. The shift m → m + χh leaves the integration range unchanged, so

Z = exp[χh²/(2k_B T)] ∫ d³m exp[−m²/(2χk_B T)]
  = exp[χh²/(2k_B T)] (2πχk_B T)^(3/2).

The free energy is

F = −k_B T ln Z = −χh²/2 − (3/2)k_B T ln(2πχk_B T).

The second term contains no iron direction. The first is the same −χh²/2 as before, so its expansion again gives J_ex = χJ₁J₂. Within this quadratic model the exchange is independent of temperature if χ is, although the platinum moment fluctuates.

**What each derivation assumes**

Both derivations need χ > 0: the first for a minimum, the second for a convergent integral. Both also treat the iron directions as fixed while platinum is eliminated. They differ in how much of the energy surface they use.

The first uses the minimum alone. It needs a quadratic cost up to the moment that the irons induce, and no statement about temperature or about the weight of different values of m.

The second uses every value of m that is thermally reached. Each component has variance χk_B T, so the root-mean-square moment at h = 0 is √(3χk_B T), which can exceed the induced moment. The quadratic law must then hold over this larger range.

It also needs the weight d³m = m² dm dΩ, where dΩ is the element of solid angle. To see how much this matters, expand F for a weak field. The average of (m·h)² over directions is m²h²/3, so

F(h) ≈ F(0) − h²⟨m²⟩/(6k_B T),

with ⟨m²⟩ taken at h = 0. The term in S₁·S₂ has the coefficient

J_ex(T) ≈ J₁J₂⟨m²⟩/(3k_B T).

With weight d³m, ⟨m²⟩ = 3χk_B T and χJ₁J₂ is recovered. If the length were weighted by dm alone, ⟨m²⟩ would be χk_B T and the exchange would fall to one third of that value in this weak-field regime. The classical energy does not decide between the weights. The first derivation avoids the question by neglecting the fluctuations.

**A worked case in the regime of ordered FePt**

Take a semi-elliptic platinum d band of half-width D = 3.0 eV with one hole, a Stoner parameter I = 0.60 eV, and an iron–platinum coupling J = 15.0 meV. These are round model parameters. The density of states per spin is

N(E) = [10/(πD)]√(1 − E²/D²),

which integrates to five states. Filling each spin band with 4.5 electrons puts the Fermi level 2.061 eV above the band centre, where N = 0.771 per eV. Then

IN = 0.60 × 0.771 = 0.463,
χ = 2 × 0.771/(1 − 0.463) = 2.87 per eV,
J_ex = 2.87 × (0.015)² eV = 0.646 meV = 1.03 × 10⁻²² J.

Minimizing the full band energy, without the quadratic approximation, gives 0.645 meV. At seven equally spaced angles from 0 to 180° between the irons, the full energy was tested against −χJ²(1 + cos θ) and agreed to within 0.3% of χJ².

For two parallel irons the platinum moment is 0.086 Bohr magnetons. The coupling energy is −2.5798 meV, the polarization cost +1.2893 meV and the net energy −1.2905 meV, which shows the factor of one half at work.

In the L1₀ structure of FePt each platinum atom has eight nearest irons. The field is then h = J ΣS_i, and

−½χJ²|ΣS_i|² = −4χJ² − χJ² Σ_(pairs) S_i·S_j.

Each iron touches eight platinum atoms, and each of these offers seven other irons. The exchange of one iron with all its partners therefore sums to

J₀ = 8 × 7 × χJ² = 56 × 0.6455 meV = 36.15 meV.

In mean-field theory a classical spin in the field J₀M, where M is the average spin projection, obeys M = L(J₀M/k_B T). The Langevin function L(x) starts as x/3, so order sets in at k_B T = J₀/3. This corresponds to 140 K. Mean-field contributions to J₀ add, so this is the amount by which the platinum bridges raise the mean-field Curie temperature when all other exchange is held fixed, provided the iron order is ferromagnetic both with and without them and χ keeps its linear, temperature-independent value. The order of steps matters: a mean field applied before platinum is eliminated gives 64χJ² and 160 K, because each iron then also feels the platinum moment it induces itself, a term that is constant after exact elimination.

**The model beside the real alloy**

With eight parallel irons the linear model gives a platinum moment of 8χJ = 0.344 Bohr magnetons. Calculations for ordered FePt typically find roughly 0.3 to 0.4, so the product χJ is in a realistic range. Its separate factors are less certain. Eliminating J at a fixed moment m₈ = 8χJ gives

χJ² = m₈²/(64χ).

At fixed platinum moment, a more polarizable atom thus carries less exchange, because a weaker coupling suffices to produce that moment. At fixed J the trend is the opposite. The measured Curie temperature of FePt is roughly 750 K. The model's 140 K is about a fifth of that number, but it is a mean-field value, and mean-field theory generally overestimates ordering temperatures. The choice of χ matters more. If one atom is polarized alone in a Bethe lattice with the same semi-elliptic band, its neighbours having no Stoner term, N is replaced by 0.543 per eV and χ falls to 1.61 per eV. The 140 K then becomes 78 K at fixed J and 249 K at fixed m₈. The comparison therefore indicates a size, not an exact share. Recording films break the assumption of perfect order. If one of the eight irons around a platinum atom is missing, with χ and J unchanged, the number of pairs falls from 28 to 21 and that atom's total pair exchange drops by a quarter.

**Where the linear law bends**

The next term in the cost follows from the same band argument. Since d/dn = (1/N)d/dE, with primes on N for energy derivatives,

d²μ/dn² = −N′/N³,
d³μ/dn³ = (3N′² − NN″)/N⁵.

In dT/dm the even terms cancel and the cubic term is (d³μ/dn³)m³/48. The cost thus gains bm⁴/4 with

b = (3N′² − NN″)/(48N⁵),

here 0.0438 eV. To first order in b, the energy of two irons with equal couplings changes by b(χh)⁴/4. With h² = 2J²(1 + S₁·S₂) this is

bχ⁴J⁴[1 + 2S₁·S₂ + (S₁·S₂)²].

The bilinear exchange falls by 2bχ⁴J⁴ and a biquadratic term appears. Relative to χJ² the fall is 2bχ³J² = 0.05%, in agreement with the full band energy.

With eight parallel irons the field is 120 meV. The full band gives a moment of 0.339 instead of 0.344, a reduction of 1.5%. Small rotations about this state feel a slightly smaller exchange. Let W(h) be the relaxed energy, with dW/dh = −m. A small transverse field h_x lengthens h by h_x²/(2h), so the energy changes by −m h_x²/(2h). The cross term between two irons is −(m/h)J² times the product of their transverse components. The ratio m/h has replaced χ, and the exchange is 0.636 meV.

Thermal fluctuations reach further. At 300 K the linear model gives a root-mean-square platinum moment of 0.47, larger than the moment induced by eight irons. Integrating over the full band energy with weight d³m, for two irons, lowers the exchange to 0.607 meV, or by 6.0%. Most of this follows from b. To first order, with variance s = χk_B T per component,

δ⟨m²⟩ = −[b/(4k_B T)](⟨m⁶⟩ − ⟨m²⟩⟨m⁴⟩)
  = −[b/(4k_B T)](105 − 45)s³ = −15bs³/(k_B T).

Divided by ⟨m²⟩ = 3s this is −5bχ²k_B T, or −4.7%. The rest comes from terms beyond this order, including the limit |m| < 1 set by the single hole. A classical treatment assigns thermal energy to electronic motion whose stiffness, 1/χ = 349 meV, far exceeds k_B T. It may therefore overstate the thermal part of the effect; this is a conjecture, and zero-point motion is left out altogether. For scale, Fermi smearing of the same band lowers χ by only 0.12% at 300 K. At 750 K the classical integral lowers the exchange by 29%, and the limit |m| < 1 alone gives 26%, so near the Curie temperature the result depends strongly on how the fluctuations are treated.

**Anisotropy, platinum neighbours and delay**

Spin–orbit coupling on platinum can be represented by a term −km_z². The stiffness along z becomes 1/χ − 2k, so

χ_z = χ/(1 − 2kχ),

provided 2kχ < 1. Suppose that platinum supplies the whole magnetic anisotropy of FePt, roughly 1 meV per formula unit. With eight parallel irons the energy difference between the axes is (χ_z − χ)h²/2. Equating it to 1 meV gives k = 8.05 meV. The exchange is then 0.677 meV for spin components along z and 0.646 meV for those along x, a difference of 4.8%. The elimination therefore turns most of the single-atom anisotropy of platinum into an anisotropic exchange between irons. The terms in h² that contain the same iron twice become an on-site anisotropy of that iron; with eight parallel irons they make up one eighth of the total.

Platinum atoms also couple to each other. Let iron 1 touch platinum a, iron 2 touch platinum b, and add −K m_a·m_b. Stationarity gives

m_a = χ(JS₁ + Km_b),  m_b = χ(JS₂ + Km_a).

Substituting one into the other,

m_a = χJ(S₁ + KχS₂)/(1 − K²χ²),

and likewise for m_b. At the minimum of a quadratic energy half the coupling to the irons remains, so

E_eff = −½J(S₁·m_a + S₂·m_b)
  = −χJ²(1 + Kχ S₁·S₂)/(1 − K²χ²).

The exchange through two platinum atoms is J²Kχ²/(1 − K²χ²). For an assumed K = 10 meV it is 0.019 meV, about 3% of the direct bridge. In a square platinum layer under a uniform field, the four neighbours give m = χ(h + 4Km), hence

m = χh/(1 − 4Kχ),

valid for 4Kχ < 1. With the value of χ used here, the uniform response would rise by 13%. This figure rests on the assumed K and on reading χ as the response of one atom without its platinum neighbours. A χ taken from a uniformly polarized band already contains their coupling, and the factor must then not be applied again.

A further assumption is that platinum follows without delay. A Curie temperature of 750 K corresponds in mean-field theory to a total exchange sum 3k_B T_C. An iron moment of M_Fe Bohr magnetons, with g-factor 2, then precesses alone in the mean field of its neighbours with energy

ħω = 2 × 3k_B T_C/M_Fe = 129 meV

for M_Fe = 3. Compared with the platinum stiffness, χħω = 0.37. This ratio compares two energy scales; it is not a calculated correction. The top of the spin-wave band lies higher, twice as high for nearest-neighbour coupling on a simple cubic lattice, where the ratio would be 0.74. There is thus no ground for neglecting the delay in the fastest iron motion. For slow motion the ratio is small, which is favourable but not a proof: E(m) contains no law of motion, and how quickly platinum follows also depends on its damping and on the field h. The numerical output lists the values used here.

Numbers as computed

```
Pt d-band half-width: 3.0 eV
Pt d holes: 1.0 per atom
Stoner parameter I: 0.60 eV
Fe-Pt coupling J: 15.0 meV
Fermi level from band centre: 2.0611 eV
density of states N per spin: 0.7710 1/eV
Stoner product I*N: 0.4626
susceptibility chi: 2.8691 1/eV
stiffness 1/chi: 0.3485 eV
extra exchange chi*J^2: 0.6455 meV
extra exchange chi*J^2: 1.034e-22 J
same from full band energy: 0.6452 meV
Pt moment, 2 aligned Fe, linear: 0.0861 mu_B
Pt moment, 2 aligned Fe, band: 0.0860 mu_B
aligned pair, coupling energy: -2.5798 meV
aligned pair, polarization cost: 1.2893 meV
aligned pair, net energy: -1.2905 meV
sum of shared-Pt counts: 56
lattice sum J0: 36.15 meV
mean-field Curie contribution: 139.8 K
field of 8 aligned Fe: 120.0 meV
Pt moment, 8 aligned Fe, linear: 0.3443 mu_B
Pt moment, 8 aligned Fe, band: 0.3392 mu_B
Pt polarization energy, linear: -20.66 meV
Pt polarization energy, band: -20.50 meV
quartic coefficient b: 0.0438 eV
pair nonlinearity: -0.047 %
8-Fe moment nonlinearity: -1.49 %
transverse exchange, 8 Fe: 0.6359 meV
temperature of use: 300 K
thermal rms Pt moment, linear: 0.472 mu_B
thermal exchange, full band: 0.6068 meV
thermal change: -6.00 %
rough anisotropy input: 1.0 meV per f.u.
Pt anisotropy constant k: 8.05 meV
exchange along x: 0.6455 meV
exchange along z: 0.6768 meV
exchange anisotropy: 4.84 %
assumed Pt-Pt coupling K: 10.0 meV
exchange through two Pt: 0.0185 meV
uniform response enhancement: 1.1296
rough Curie temperature input: 750 K
rough Fe moment input: 3.0 mu_B
Fe precession energy: 129.3 meV
precession energy times chi: 0.371
```
